Top-contact resistivity of a two-dimensional band from its metal-induced width

**1. A width in meV and a resistance in ohms**

An electronic-structure calculation of a metal on a monolayer semiconductor can give the width that the metal imparts to the band states. Suppose it is 1 meV. At room temperature k_B T is 26 meV, but comparing these two energies does not give the resistance. That requires the escape rate into empty metal states, which is 1.5 × 10¹² per second for a width of 1 meV, and the number of band states per unit area and energy. For a fourfold-degenerate band of mass 0.5 m_e the resulting contact resistivity is about 10⁻⁸ Ω cm², a low value.

The leading result holds when the Fermi level lies deep in the band:

ρ₀ = ħ/(e² D Γ), D = g m/(2πħ²).

Here ρ₀ is a resistance times an area, m is the band mass and D the density of states per area and energy. The degeneracy g includes spin: "fourfold" means two valleys times two spins. Γ is the full width at half maximum of a band state. If 1 meV were the half width, or if there were four valleys with two spins each, ρ₀ would be halved. The charge magnitude is e > 0. The algebra reads the same in Gaussian and SI units; the numbers below are in engineering units.

**2. Density of states**

Take a periodic square of side L. The allowed wave vectors form a lattice of spacing 2π/L, so each occupies an area (2π/L)². The number of states with wave vector below k is

N = g πk² L²/(4π²) = g k² L²/(4π).

With E = ħ²k²/(2m), we have k² = 2mE/ħ², and hence

N/L² = g m E/(2πħ²).

Differentiation with respect to E gives D = g m/(2πħ²), independent of energy. For g = 4 and m = 0.5 m_e this is 4.18 × 10¹⁴ eV⁻¹ cm⁻². A direct count of lattice points in a square of side 600 nm gives the same value to the digits printed.

**3. Width and escape rate**

Let one band state, with amplitude c and energy zero, couple by a constant V to metal states q of energy E_q and amplitude b_q. The Schrödinger equation reads

iħ dc/dt = V Σ b_q,
iħ db_q/dt = E_q b_q + V c.

With the metal states empty of this electron at t = 0, the second equation integrates to

b_q(t) = −(iV/ħ) ∫₀ᵗ exp[−iE_q(t−t′)/ħ] c(t′) dt′.

Inserting this in the first gives

dc/dt = −(V²/ħ²) ∫₀ᵗ Σ exp[−iE_q(t−t′)/ħ] c(t′) dt′.

Now assume a wide metal band with constant density ν of coupled states. The sum becomes ν∫dE exp[−iE(t−t′)/ħ] = 2πħν δ(t−t′). The delta function sits at the end of the time interval and contributes half its weight:

dc/dt = −(πV²ν/ħ) c.

The probability |c|² therefore decays as exp(−Γt/ħ), with

Γ = 2πV²ν.

The amplitude decays as exp[−Γt/(2ħ)], whose spectrum is a Lorentzian proportional to 1/(E² + Γ²/4). It falls to half its maximum at E = ±Γ/2, so its full width is the same Γ that sets the escape rate.

Diagonalization of a level coupled to a discrete band, 60Γ wide with spacing 0.05Γ, gives a decay rate 1.010 times and a line width 1.029 times the formula.

**4. The leading resistivity**

Let f_s and f_m be the Fermi functions of sheet and metal. An electron leaves an occupied sheet state for an empty metal state at the rate (Γ/ħ) f_s(1−f_m). The reverse rate is (Γ/ħ) f_m(1−f_s). The products f_s f_m cancel in the difference, leaving (Γ/ħ)(f_s−f_m). With E measured from the band edge, the magnitude of the current density is

J = (eDΓ/ħ) ∫₀^∞ (f_s−f_m) dE.

This assumes that Γ is the same for all states that matter and that the sheet has a local electrochemical potential. Let it exceed that of the metal by eU, where U is the magnitude of the voltage drop. To first order in U,

f_s − f_m = eU(−∂f/∂E).

The voltage may also shift the band edge, but the edge is common to both Fermi functions. Since their difference is already of first order, the shift enters J at second order. The integral of −∂f/∂E from the edge upward is f(0), the equilibrium occupation of the edge, so

1/ρ_c = J/U = (e²DΓ/ħ) f(0).

Deep in the band f(0) tends to 1, which gives ρ₀. Substituting D,

ρ₀ = 2πħ³/(g m e² Γ).

For Γ = 1 meV the escape rate is Γ/ħ = 1.519 × 10¹² s⁻¹. One factor e turns D per eV into D per volt when the energy unit is removed, and the other remains as a charge:

1/ρ₀ = (1.602 × 10⁻¹⁹ C)(4.177 × 10¹⁴ V⁻¹ cm⁻²)(1.519 × 10¹² s⁻¹)
= 1.02 × 10⁸ S/cm².

Hence ρ₀ = 9.8 × 10⁻⁹ Ω cm², or 0.98 Ω µm². A larger mass lowers ρ₀ at fixed Γ because more states per unit energy take part. The carrier density has dropped out: in this limit, added electrons raise the Fermi level within the band but leave the number of states near it unchanged.

**5. First thermal correction**

The sheet density n fixes f(0). Integrating the Fermi function over the constant D gives

n = D k_B T ln[1 + exp(μ/k_B T)],

where μ is measured from the band edge. Therefore

exp[−n/(D k_B T)] = 1/[1 + exp(μ/k_B T)] = 1 − f(0).

With x = n/(D k_B T), the resistivity within the rate model is

ρ_c = ρ₀/(1 − e^(−x)).

Its degenerate expansion, for x ≫ 1, starts as

ρ_c = ρ₀(1 + e^(−x) + …).

The correction is exponentially small, with no powers of T, because D is constant above its edge. Heat matters here only by emptying states at the edge. The same factor is (1/D)∂n/∂μ, as differentiating n with respect to μ shows; a numerical derivative of the integrated density confirms it.

The opposite limit, x ≪ 1, follows from 1 − e^(−x) = x − x²/2 + …:

ρ_c = ρ₀(1/x + 1/2 + …), with leading term ħk_B T/(e²nΓ).

Now each electron contributes separately, and the density of states cancels from the leading term.

Take n = 2 × 10¹³ cm⁻² and T = 300 K, so that k_B T = 25.85 meV. Then D k_B T = 1.08 × 10¹³ cm⁻² and x = 1.85. The first correction is e^(−x) = 0.157 and gives 1.14 × 10⁻⁸ Ω cm². The full factor 0.843 gives

ρ_c = 9.835 × 10⁻⁹/0.843 = 1.17 × 10⁻⁸ Ω cm².

The first correction thus captures most of the change. At 5 × 10¹² cm⁻², with Γ and T held fixed, x is 0.46 and the degenerate expansion is no longer useful. The full expression gives 2.65 × 10⁻⁸ Ω cm², while the first two terms of the dilute expansion give 2.6 × 10⁻⁸.

**6. A derivation without assumed rates, and the edge correction**

The rate argument treats a broadened state as if it had a sharp energy. To see what this costs, connect each state to a second reservoir, a probe that supplies electrons and alone would give the width γ. The transmission from metal to probe can then be found by matching waves.

Represent each reservoir by a semi-infinite chain with hopping −w, and work at the centre of its band, taken as energy zero. A wave then gains a factor i per site. The level sits at site 0 with energy y relative to the electron energy and amplitude c. It couples by −a to the metal chain and by −b to the probe chain. For a unit incoming wave,

ψ_j = i^j + r i^(−j) for j ≤ −1,
ψ_j = s i^j for j ≥ 1.

The equation at site −1 is 0 = −wψ₋₂ − ac. Since ψ₋₂ = −1−r, it gives

r = ac/w − 1.

At site 1, 0 = −bc − wψ₂ with ψ₂ = −s gives

s = bc/w.

At the level, 0 = yc − aψ₋₁ − bψ₁. Here ψ₋₁ = −i + ir = i(ac/w − 2) and ψ₁ = is = ibc/w. Hence

c[y − i(a²+b²)/w] = −2ia.

The widths follow from Section 3. On a long chain of N sites the standing waves have weight 2/N on the end site at the band centre. Their density in energy is (N/π)/(2w), because the spacing in wave number is π/N and dE/dk = 2w. The end site therefore has local density 1/(πw), so Γ = 2πa²/(πw) = 2a²/w, and likewise γ = 2b²/w. The chains have equal wave speeds, so the transmission is

|s|² = (b²/w²) · 4a²/[y² + (a²+b²)²/w²]
= Γγ/[y² + (Γ+γ)²/4].

At zero temperature each state contributes a conductance (e²/h)|s|². Let E_F be the depth of the band edge below the Fermi level, and η = Γ+γ. The conductance per area is

G/A = (e²/h) D Γγ ∫ dy/(y² + η²/4), y from −E_F to ∞.

The integral equals (2/η)[π/2 + arctan(2E_F/η)] = (2π/η)S, where

S = 1/2 + (1/π) arctan(2E_F/η).

With h = 2πħ, inversion gives

A/G = [ħ/(e²D)] (1/Γ + 1/γ)/S.

For a deep band edge S tends to 1 and the two resistances add. The metal's share is ρ₀, as in the rate argument; the term in 1/γ belongs to the probe.

For large E_F/η, arctan(2E_F/η) = π/2 − η/(2E_F) + …, and the first correction is

1/S = 1 + η/(2πE_F) + ….

This is a power law, in contrast to the thermal correction, because a Lorentzian has slowly falling tails. If the band continued below its edge, the states there would also contribute through their tails at the Fermi level; these contributions are missing.

For n = 2 × 10¹³ cm⁻², E_F = n/D = 47.9 meV. With γ = 5 meV, η is 6 meV and the edge correction is 6/(2π × 47.9) = 2 percent. The formula gives 9.835 × 10⁻⁹ × 1.2 × 1.02 = 1.20 × 10⁻⁸ Ω cm² for metal and probe together. Wave matching for the states of a 600 nm square up to 1 eV, summed state by state, gives 1.205 × 10⁻⁸, against 1.204 × 10⁻⁸ from the formula. For γ = 20 meV the sum is 1.113 × 10⁻⁸ and the formula 1.109 × 10⁻⁸.

**7. Collisions in the sheet**

A mobility of 50 cm²/Vs corresponds to a collision time τ of 14.2 fs, from mobility = eτ/m. The associated width ħ/τ is 46 meV, nearly the Fermi energy. Collisions do not carry charge out of the sheet, so the probe resistance must not be added. They do smear the band edge. As an estimate of size, use S with η = Γ + ħ/τ. This identifies the transport time with the lifetime of a plane wave, which is an assumption.

The leading zero-temperature correction is then 47.3/(2π × 47.9), or 16 percent, as large as the thermal one. Averaging S over −∂f/∂E at the same chemical potential gives a combined factor 0.744 and a resistivity of 1.3 × 10⁻⁸ Ω cm². The density is not held fixed in this comparison. Fixing it with the same Lorentzian smearing would make the result depend on how far the tails are followed below the edge, because the number of states in them grows logarithmically with that distance. Moreover, the Fermi wave vector times the mean free path is only about 2, so plane waves are themselves a marginal description. The result indicates a correction of tens of percent, not a refined value.

Collisions also help the model. The ratio Γτ/ħ is 0.022, so an electron has its direction randomized many times before it escapes. If Γτ/ħ approached 1, a local description of the sheet would fail. A single electrochemical potential also requires that electrons exchange energy faster than they escape. With purely elastic collisions each energy has its own transfer length, and the 87.5 Ω µm of Section 8 becomes about 94 Ω µm.

**8. Resistance of a finite contact**

Current enters the sheet under the contact at x = 0 and leaks into the metal up to x = L, now the contact length. Let U(x) be the voltage between sheet and metal, I(x) the current along the sheet, W the width and R_s the sheet resistance. Ohm's law and current conservation give

dU/dx = −R_s I/W,
dI/dx = −W U/ρ_c.

Eliminating I gives d²U/dx² = U/L_T², with the transfer length L_T = (ρ_c/R_s)^(1/2). No current leaves the far end, so dU/dx = 0 at x = L and

U(x) = U(0) cosh[(L−x)/L_T]/cosh(L/L_T).

The entering current is I(0) = −(W/R_s) dU/dx at x = 0, equal to W U(0) tanh(L/L_T)/(R_s L_T). Therefore

R_c W = R_s L_T coth(L/L_T) = (ρ_c R_s)^(1/2) coth(L/L_T).

For L ≫ L_T the resistance no longer depends on length. For L ≪ L_T the product R_c W becomes ρ_c/L, and the whole area carries current evenly.

Assume that density and mobility under the metal are uniform. Then R_s = 1/(n e × mobility) = 6242 Ω per square. With ρ_c = 1.167 × 10⁻⁸ Ω cm²,

L_T = (1.167 × 10⁻⁸/6242)^(1/2) cm = 13.7 nm.

For L = 30 nm, R_c W = 87.5 Ω µm; a resistor ladder gives the same value. The mean free path, 2.6 nm, is well below L_T, as the diffusive equations require.

A ballistic sheet sets another scale. Transverse wave vectors are spaced by 2π/W, so k_F W/π of them lie between −k_F and k_F. Each carries a conductance g e²/h when fully transmitted. At zero temperature, half of the resulting two-terminal resistance, assigned to one contact, is

R_c W = πh/(2g e² k_F) = 12.8 Ω µm.

The example lies well above this value, so slow transfer to the metal and resistance along the sheet dominate.

The contact drop reaches k_B T/e at 0.30 mA/µm. Near and above that current, the linear expansion of Section 4 is not assured, and the integral over f_s−f_m should be kept.

**9. The real contact and the sensitive input**

The parameters are rough values for monolayer MoS₂ under a metal, where two K valleys and two spins supply g = 4. This neglects the six Q valleys, and what must be small is their share of the conductance, not only of the electrons. Their in-plane wave vector is about half that of K, so in the barrier model below, with a gap near 0.3 nm, their width is of order ten times larger. For a Q mass near 0.6 m_e and a separation of 0.15 eV they would hold about 3 percent of the electrons but carry about 40 percent of the current; at 0.2 eV they would still carry about 10 percent. The neglect is safe only for separations above roughly 0.2 eV. The density 2 × 10¹³ cm⁻² is on the high side; at 10¹³ cm⁻², with Γ unchanged, ρ_c rises to 1.6 × 10⁻⁸ Ω cm². Reported contact resistances for this material range from below 100 Ω µm to many times that value. The model's 87.5 Ω µm lies among the lowest reported values, and this does not confirm the assumed Γ. The example needs the Fermi level inside the band under the metal. Many metals pin it in the gap instead; at 0.1 eV below the edge the factor f(0) alone raises ρ_c to about 5 × 10⁻⁷ Ω cm². A spin splitting of 3 meV changes ρ_c by about 0.02 percent at fixed density. A single Γ also assumes a uniform gap between metal and sheet. Real interfaces break this assumption, and this matters far more. A barrier at the edge of the contact, which the model omits, would add resistance.

To estimate the effect of the gap, let a state of in-plane wave vector K decay as exp(−κz) across a uniform barrier of height φ above its energy. The Schrödinger equation gives ħ²(K²−κ²)/(2m_e) = −φ, or

κ² = 2m_eφ/ħ² + K².

For a thick barrier the transmitted probability, and hence Γ, varies as exp(−2κd), where d is the gap and other factors are held fixed. With φ = 4 eV, κ at the zone centre is 10.25 nm⁻¹. At a K valley, K = 4π/(3 × 0.32 nm) = 13.1 nm⁻¹, which raises κ to 16.6 nm⁻¹. Widening the gap by 0.05 nm then multiplies ρ_c by exp(2 × 16.62 × 0.05) = 5.3, compared with 2.8 at the zone centre. For φ = 1 eV the factor at K is 4.1. The estimate presumes propagating metal states at the wave vector K. In a free-electron picture gold and silver have a Fermi wave vector of only 12.0 nm⁻¹, so for them the coupling must go through the lattice or through disorder, and the exponent need not be this one.

In this barrier model, an error of half an ångström in the gap therefore outweighs both the thermal and the collision corrections. Given Γ, those two corrections change the estimate near 10⁻⁸ Ω cm² by tens of percent in this example; predicting Γ is the harder part. The full set of values is in the numerical output below.

Table of computed values

```
Degeneracy, spin included: 4
Band mass: 0.50 m_e
Level width Gamma (full width): 1.00 meV
Density of states D: 4.177e+14 1/(eV cm^2)
D from counted states: 4.177e+14 1/(eV cm^2)
Escape rate Gamma/hbar: 1.519e+12 1/s
Escape time hbar/Gamma: 0.658 ps
Decay rate, diagonalization / formula: 1.010
Line width, diagonalization / formula: 1.029
Contact conductance, degenerate: 1.017e+08 S/cm^2
rho_c, degenerate: 9.835e-09 ohm cm^2
rho_c, degenerate: 0.983 ohm um^2
Width giving exactly 1e-8 ohm cm^2: 0.983 meV
Two reservoirs, probe 5 meV, summed: 1.205e-08 ohm cm^2
Two reservoirs, probe 5 meV, formula: 1.204e-08 ohm cm^2
Two reservoirs, probe 20 meV, summed: 1.113e-08 ohm cm^2
Two reservoirs, probe 20 meV, formula: 1.109e-08 ohm cm^2
Temperature: 300 K
Thermal energy kT: 25.85 meV
Sheet density n: 2.0e+13 1/cm^2
Fermi energy n/D at zero temperature: 47.9 meV
Chemical potential above band edge: 43.5 meV
Thermal factor: 0.843
rho_c with thermal factor: 1.167e-08 ohm cm^2
rho_c at n = 5e+12 1/cm^2: 2.654e-08 ohm cm^2
rho_c at n = 1e+13 1/cm^2: 1.629e-08 ohm cm^2
rho_c at n = 4e+13 1/cm^2: 1.008e-08 ohm cm^2
Mobility: 50 cm^2/Vs
Sheet resistance: 6242 ohm per square
Contact length: 30 nm
Transfer length: 13.7 nm
Contact resistance times width: 87.5 ohm um
Same from resistor ladder: 87.5 ohm um
Fermi wave vector: 0.793 1/nm
Ballistic limit per contact: 12.8 ohm um
Current where contact drop is kT/e: 0.296 mA/um
Collision time: 14.2 fs
Collision width hbar/tau: 46.3 meV
Mean free path: 2.61 nm
k_F times mean free path: 2.07
Gamma tau / hbar: 0.0216
Thermal and collision factor, same mu: 0.744
rho_c with both factors: 1.322e-08 ohm cm^2
Spin splitting: 3.0 meV
Change of rho_c by spin splitting: 0.022 percent
Gap barrier: 4.0 eV
Lattice constant: 0.32 nm
Valley wave vector K: 13.09 1/nm
Gap decay constant, zone centre: 10.25 1/nm
Gap decay constant, K valley: 16.62 1/nm
Gap increase considered: 0.05 nm
Rise of rho_c, zone centre: factor 2.79
Rise of rho_c, K valley: factor 5.27
```
